# Bargmann's bound from the Birman-Schwinger kernel, with delta shells: test program

```python
# Result under test (Bargmann's bound): for one angular momentum l,
#     (2l+1) * n_l < integral of r W(r) dr,   W = 2 m V_minus / hbar^2,
# n_l = number of radial states with E < 0, V_minus = attractive part of V.
# The Birman-Schwinger kernel is K = sqrt(W) g sqrt(W), where g is the Green
# function of -d2/dr2 + l(l+1)/r^2 + kappa^2 and E = -(hbar^2/2m) kappa^2.
# Delta shells: W = sum_j (g_j/R_j) delta(r-R_j), so integral r W dr = sum g_j.
# Independent road: with x = ln r and u = sqrt(r) y the radial equation is
#     -y'' + (l+1/2)^2 y - r^2 W y = -kappa^2 r^2 y,
# and negative pivots of its finite-difference matrix count the bound states.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import ive, kve, jn_zeros

HB = const.hbar**2 / (2 * const.m_e) / const.e * 1e20   # hbar^2/2m, eV A^2


def green(l, kappa, r, rp):
    """Radial Green function; kappa = 0 gives its zero-energy limit."""
    small, large = np.minimum(r, rp), np.maximum(r, rp)
    if kappa == 0:
        return small * (small / large)**l / (2 * l + 1)
    nu = l + 0.5
    return (np.sqrt(small * large) * ive(nu, kappa * small)
            * kve(nu, kappa * large) * np.exp(kappa * (small - large)))


def shell_kernel(l, kappa, radii, g):
    """Birman-Schwinger matrix of delta shells with equal strength g."""
    amp = np.sqrt(g / radii)
    return (amp[:, None] * amp[None, :]
            * green(l, kappa, radii[:, None], radii[None, :]))


def count_below(l, kappa, x, well):
    """States below -kappa^2; well = r^2 W integrated over each grid cell."""
    h = x[1] - x[0]
    diag = 2 / h + h * ((l + 0.5)**2 + kappa**2 * np.exp(2 * x)) - well
    off2 = 1 / h**2
    pivot, negative = float("inf"), 0
    for d in diag.tolist():
        pivot = d - off2 / pivot
        if pivot == 0:
            pivot = 1e-300
        if pivot < 0:
            negative += 1
    return negative


# --- Green function: it must return u from the source made out of u
for l in (0, 1, 2):
    for kappa in (0.0, 0.7):
        for r0 in (0.6, 2.5):
            def integrand(r):
                source = (2 * (l + 1) * r**l
                          + (kappa**2 - 1) * r**(l + 1)) * np.exp(-r)
                return green(l, kappa, r0, r) * source
            got = quad(integrand, 0, r0)[0] + quad(integrand, r0, 50,
                                                   limit=200)[0]
            assert abs(got - r0**(l + 1) * np.exp(-r0)) < 1e-7

# --- Smooth deep well W = G exp(-r), length unit 1: kernel against pivots
G = 100.0
nodes, weights = np.polynomial.legendre.leggauss(400)
s = 0.5 * (nodes + 1)                       # s = exp(-r/2)
r_s = -2 * np.log(s)
root_w = np.sqrt(G * s * weights)           # sqrt(W dr) = sqrt(2 G s ds)
x_exp = np.arange(np.log(1e-5), np.log(1e4), 0.005)
well_exp = 0.005 * np.exp(2 * x_exp) * G * np.exp(-np.exp(x_exp))
exp_integral = quad(lambda r: r * G * np.exp(-r), 0, 60)[0]
exp_counts = []
for l in (0, 1, 2):
    for kappa in (0.0, 1.0, 3.0):
        kern = (root_w[:, None] * root_w[None, :]
                * green(l, kappa, r_s[:, None], r_s[None, :]))
        mu = np.linalg.eigvalsh(kern)[::-1]
        n_direct = count_below(l, kappa, x_exp, well_exp)
        assert np.sum(mu > 1) == n_direct
        if kappa == 0:
            exp_counts.append(n_direct)
            assert (2 * l + 1) * n_direct < exp_integral
        if l == 0 and kappa == 0:
            exact_mu = 4 * G / jn_zeros(0, 8)**2
            assert np.allclose(mu[:8], exact_mu, rtol=2e-3)
            exp_mu = mu[:8].copy()
# trace from exactly known eigenvalues; the omitted tail is about 4e-4
assert abs(np.sum(4 * G / jn_zeros(0, 1000)**2) / exp_integral - 1) < 1e-3

# --- Potentials with both signs: bound holds, repulsion never adds states
rng = np.random.default_rng(5)
x_rnd = np.arange(-7, 7, 0.01)
largest = 0
for trial in range(30):
    l = trial % 3
    v = (rng.uniform(5, 80) * np.exp(-(x_rnd / 2)**2)
         * np.sin(rng.uniform(0.5, 4) * x_rnd + rng.uniform(0, 6.28)))
    attractive = np.maximum(v, 0) * 0.01
    n_full = count_below(l, 0.0, x_rnd, v * 0.01)
    n_attr = count_below(l, 0.0, x_rnd, attractive)
    assert n_full <= n_attr
    assert (2 * l + 1) * n_attr < attractive.sum()
    largest = max(largest, n_full)
assert largest >= 2

# --- Delta shells at 1, 4, 16 angstrom on a logarithmic grid
q, N = 4.0, 3
radii = q**np.arange(N)
M = 400                                    # grid cells per factor q
h = np.log(q) / M
x = h * np.arange(-6 * M, 7 * M + 1)
sites = [6 * M + j * M for j in range(N)]


def shell_well(g, positions, cells=1):
    """Shells spread over an odd number of cells, each of integral g."""
    well = np.zeros(len(x))
    for p in positions:
        well[p - cells // 2:p + cells // 2 + 1] += g / cells
    return well


for l in (0, 1, 2):
    one = 2 * l + 1
    assert count_below(l, 0.0, x, shell_well(0.99 * one, sites[:1])) == 0
    assert count_below(l, 0.0, x, shell_well(1.01 * one, sites[:1])) == 1
    g_crit = 1 / np.linalg.eigvalsh(shell_kernel(l, 0.0, radii, 1.0))[0]
    assert count_below(l, 0.0, x, shell_well(0.995 * g_crit, sites)) == N - 1
    assert count_below(l, 0.0, x, shell_well(1.005 * g_crit, sites)) == N


def sharpness(l, ratio, number):
    """Least integral binding all states, divided by number*(2l+1)."""
    rad = ratio**np.arange(number)
    lowest = np.linalg.eigvalsh(shell_kernel(l, 0.0, rad, 1.0))[0]
    return 1 / (lowest * (2 * l + 1))


def limit_ratio(l, ratio):
    rho = ratio**(-(l + 0.5))
    return (1 + rho) / (1 - rho)


for l in (0, 1, 2):
    for ratio in (2.0, 4.0, 10.0):
        for number in (1, 2, 3, 10, 30):
            assert 1 <= sharpness(l, ratio, number) + 1e-12
            assert sharpness(l, ratio, number) < limit_ratio(l, ratio)
        # many shells approach the limiting ratio from below
        assert sharpness(l, ratio, 100) > 0.99 * limit_ratio(l, ratio)
    assert sharpness(l, 1e6, 3) - 1 < 0.003

# --- Worked example, l = 1
l = 1
g = (2 * l + 1) * limit_ratio(l, q)
mu0 = np.linalg.eigvalsh(shell_kernel(l, 0.0, radii, g))[::-1]
kappas, shares = [], []
for n in range(N):
    def excess(k):
        return np.linalg.eigvalsh(shell_kernel(l, k, radii, g))[::-1][n] - 1
    k_n = brentq(excess, 1e-5, 20, xtol=1e-13)
    vec = np.linalg.eigh(shell_kernel(l, k_n, radii, g))[1][:, ::-1][:, n]
    kappas.append(k_n)
    shares.append(vec**2)
    well = shell_well(g, sites)
    assert count_below(l, k_n * 1.001, x, well) == n
    assert count_below(l, k_n * 0.999, x, well) == n + 1
energies = -HB * np.array(kappas)**2

# slope of each kernel eigenvalue with kappa^2 equals minus the norm of u
k_test = 0.1
vals, vecs = np.linalg.eigh(shell_kernel(l, k_test, radii, g))
for n in range(N):
    def u_squared(r):
        return np.sum(green(l, k_test, r, radii)
                      * np.sqrt(g / radii) * vecs[:, n])**2
    edges = [0.0, *radii, radii[-1] + 10 / k_test, radii[-1] + 40 / k_test]
    norm = sum(quad(u_squared, a, b)[0] for a, b in zip(edges, edges[1:]))
    step = 1e-5
    up = np.linalg.eigvalsh(
        shell_kernel(l, np.sqrt(k_test**2 + step), radii, g))[n]
    down = np.linalg.eigvalsh(
        shell_kernel(l, np.sqrt(k_test**2 - step), radii, g))[n]
    assert abs((up - down) / (2 * step) / (-norm) - 1) < 1e-4

# finite shells with the same integral still bind all three states
cells = 15
n_thick = count_below(l, 0.0, x, shell_well(g, sites, cells))
assert n_thick == N

# the same integral in Hartree atomic units must carry the factor 2
integral_eV = N * g * HB
hartree_eV = const.physical_constants["Hartree energy in eV"][0]
bohr_A = const.physical_constants["Bohr radius"][0] * 1e10
integral_au = integral_eV / hartree_eV / bohr_A**2
assert abs(2 * integral_au / (N * g) - 1) < 1e-7

print(f"hbar^2/2m = {HB:.5f} eV A^2")
print("One shell at R = 1 A, critical strength:")
for ll in (0, 1, 2):
    print(f"  l={ll}: {(2 * ll + 1) * HB:.4f} eV A")
print("Example: l = 1, three shells, q = 4")
print(f"  rho = {q**(-(l + 0.5)):.4f}, g per shell = {g:.5f}")
for R in radii:
    print(f"  R = {R:.0f} A: shell strength {g * HB / R:.4f} eV A")
print(f"  integral r W dr = {N * g:.4f} (dimensionless)")
print(f"  integral r V_minus dr = {integral_eV:.4f} eV A^2")
print(f"  the same = {integral_au:.4f} hartree bohr^2")
print(f"  bound: n_1 < {N * g / (2 * l + 1):.4f}")
print(f"  states found by pivot count: "
      f"{count_below(l, 0.0, x, shell_well(g, sites))}")
print("  eigenvalues of K at kappa=0:", " ".join(f"{m:.4f}" for m in mu0))
print(f"  sum of these eigenvalues = {mu0.sum():.4f}")
for n in range(N):
    print(f"  state {n + 1}: kappa = {kappas[n]:.5f} 1/A, "
          f"E = {energies[n]:.6f} eV")
    print("    squared kernel vector on shells:",
          " ".join(f"{w:.4f}" for w in shares[n]))
print(f"  finite shells: width in ln r = {cells * h:.4f}, states = {n_thick}")
print("Least integral for 3 states / [3(2l+1)]; limit for many shells:")
for ll in (0, 1, 2):
    for ratio in (4.0, 10.0, 100.0):
        print(f"  l={ll} q={ratio:.0f}: {sharpness(ll, ratio, 3):.5f}; "
              f"{limit_ratio(ll, ratio):.5f}")
print(f"Exponential well W = G exp(-r/a), G a^2 = {G:.0f}:")
print(f"  integral r W dr = {exp_integral:.3f} (dimensionless)")
for ll in (0, 1, 2):
    print(f"  l={ll}: states = {exp_counts[ll]}, "
          f"bound n < {exp_integral / (2 * ll + 1):.3f}")
print("  first 8 s-wave kernel eigenvalues:")
print("   ", " ".join(f"{m:.3f}" for m in exp_mu))
print("PASS")
```

Running it gives:

```
hbar^2/2m = 3.80998 eV A^2
One shell at R = 1 A, critical strength:
  l=0: 3.8100 eV A
  l=1: 11.4299 eV A
  l=2: 19.0499 eV A
Example: l = 1, three shells, q = 4
  rho = 0.1250, g per shell = 3.85714
  R = 1 A: shell strength 14.6956 eV A
  R = 4 A: shell strength 3.6739 eV A
  R = 16 A: shell strength 0.9185 eV A
  integral r W dr = 11.5714 (dimensionless)
  integral r V_minus dr = 44.0869 eV A^2
  the same = 5.7857 hartree bohr^2
  bound: n_1 < 3.8571
  states found by pivot count: 3
  eigenvalues of K at kappa=0: 1.5233 1.2656 1.0683
  sum of these eigenvalues = 3.8571
  state 1: kappa = 1.13983 1/A, E = -4.949934 eV
    squared kernel vector on shells: 0.9997 0.0003 0.0000
  state 2: kappa = 0.24094 1/A, E = -0.221177 eV
    squared kernel vector on shells: 0.1769 0.8222 0.0009
  state 3: kappa = 0.05599 1/A, E = -0.011943 eV
    squared kernel vector on shells: 0.0625 0.2827 0.6548
  finite shells: width in ln r = 0.0520, states = 3
Least integral for 3 states / [3(2l+1)]; limit for many shells:
  l=0 q=4: 2.45743; 3.00000
  l=0 q=10: 1.66667; 1.92495
  l=0 q=100: 1.15809; 1.22222
  l=1 q=4: 1.20357; 1.28571
  l=1 q=10: 1.04627; 1.06531
  l=1 q=100: 1.00142; 1.00200
  l=2 q=4: 1.04571; 1.06452
  l=2 q=10: 1.00449; 1.00634
  l=2 q=100: 1.00001; 1.00002
Exponential well W = G exp(-r/a), G a^2 = 100:
  integral r W dr = 100.000 (dimensionless)
  l=0: states = 6, bound n < 100.000
  l=1: states = 5, bound n < 33.333
  l=2: states = 5, bound n < 20.000
  first 8 s-wave kernel eigenvalues:
    69.166 13.127 5.342 2.877 1.795 1.225 0.889 0.675
PASS
```
